# Mean inverse powers of radius in hydrogenic states from energy derivatives: a program that tests the result

```python
"""
Result under test (Hartree atomic units): for a hydrogenic bound state,
    <1/r> = Z/n^2   and   <1/r^2> = Z^2 / (n^3 (l + 1/2)),
obtained from slopes of E = -Z^2/(2 n^2), n = nr + l + 1, in Z and in real l,
with the number of radial nodes nr held fixed.
Z: nuclear charge; l: angular momentum parameter (real, l > -1/2);
u(r) = r R(r): reduced radial function, u ~ r^(l+1) at the origin.
"""
from fractions import Fraction
from math import factorial

import mpmath as mp
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal

BASIS_SIZE = 40
BETA = 0.9  # fixed basis exponent, not adapted to any state


def energy_formula(Z, l, nr):
    return -Z**2 / (2 * (nr + l + 1)**2)


def inv_r_formula(Z, l, nr):
    return Z / (nr + l + 1)**2


def inv_r2_formula(Z, l, nr):
    return Z**2 / ((nr + l + 1)**3 * (l + 0.5))


def laguerre_table(alpha, x, count):
    """Polynomials orthonormal under the weight x^alpha exp(-x), scaled to
    unit total weight, and their x-derivatives; one column per degree."""
    p = np.zeros((len(x), count))
    dp = np.zeros((len(x), count))
    p[:, 0] = 1.0
    for k in range(count - 1):
        shift = x - (2*k + alpha + 1)
        up = np.sqrt((k + 1) * (k + 1 + alpha))
        p[:, k + 1] = shift * p[:, k]
        dp[:, k + 1] = p[:, k] + shift * dp[:, k]
        if k > 0:
            down = np.sqrt(k * (k + alpha))
            p[:, k + 1] -= down * p[:, k - 1]
            dp[:, k + 1] -= down * dp[:, k - 1]
        p[:, k + 1] /= up
        dp[:, k + 1] /= up
    return p, dp


def gauss_laguerre(alpha, count):
    """Gauss nodes and weights for x^alpha exp(-x), unit total weight."""
    k = np.arange(count)
    off_diagonal = np.sqrt(k[1:] * (k[1:] + alpha))
    x = eigh_tridiagonal(2*k + alpha + 1.0, off_diagonal,
                         eigvals_only=True)
    p, dp = laguerre_table(alpha, x, count + 1)
    x = x - p[:, count] / dp[:, count]  # one Newton step sharpens the nodes
    p, _ = laguerre_table(alpha, x, count)
    return x, 1 / np.sum(p**2, axis=1)


def solve_radial(Z, l, size=BASIS_SIZE):
    """Diagonalize H in the basis r^(l+1) exp(-BETA r) Laguerre(2 BETA r).
    Returns energies, coefficients, and the means of 1/r and 1/r^2."""
    x, weight = gauss_laguerre(2*l, size + 3)
    r = (x / (2 * BETA))[:, None]
    w = weight[:, None]
    L, dL = laguerre_table(2*l + 1, x, size)
    du = (l + 1 - BETA*r) * L + 2*BETA*r * dL
    overlap = L.T @ (w * r**2 * L)
    inv_r = L.T @ (w * r * L)
    inv_r2 = L.T @ (w * L)
    H = 0.5 * du.T @ (w * du) + 0.5*l*(l + 1)*inv_r2 - Z*inv_r
    E, C = eigh(H, overlap)
    mean1 = np.sum(C * (inv_r @ C), axis=0)
    mean2 = np.sum(C * (inv_r2 @ C), axis=0)
    return E, C, mean1, mean2


# Exact rational means from the terminating power series, integer l.
def exact_mean(Z, n, l, power):
    kappa = Fraction(Z, n)
    c = [Fraction(1)]
    for k in range(n - l):
        c.append(2*(kappa*(k + l + 1) - Z) * c[k]
                 / ((k + 1)*(k + 2*l + 2)))
    assert c[-1] == 0 and c[-2] != 0  # series stops after k = nr

    def moment(p):
        total = Fraction(0)
        for i, ci in enumerate(c):
            for j, cj in enumerate(c):
                m = 2*l + 2 + i + j - p
                total += ci * cj * factorial(m) / (2*kappa)**(m + 1)
        return total
    return moment(power) / moment(0)


exact_states = 0
for Z in (1, 2, 3):
    for n in range(1, 7):
        for l in range(n):
            assert exact_mean(Z, n, l, 1) == Fraction(Z, n**2)
            assert exact_mean(Z, n, l, 2) == Fraction(2*Z**2,
                                                      n**3 * (2*l + 1))
            exact_states += 1

# Basis convergence for the most extended state tested below.
for size in (24, BASIS_SIZE):
    error = abs(solve_radial(2.0, 2.5, size)[0][2]
                / energy_formula(2.0, 2.5, 2) - 1)
    print(f"Relative energy error, l = 2.5, nr = 2, "
          f"{size} functions: {error:.0e}")

# Energies, means and slopes from diagonalization, also at noninteger l.
step = 1e-3
worst_energy = worst_slope = worst_mean = 0.0
for l in (-0.3, 0.0, 0.3, 1.0, 1.7, 2.5):
    Z = 2.0
    E, _, mean1, mean2 = solve_radial(Z, l)
    slope_Z = (solve_radial(Z + step, l)[0]
               - solve_radial(Z - step, l)[0]) / (2*step)
    slope_l = (solve_radial(Z, l + step)[0]
               - solve_radial(Z, l - step)[0]) / (2*step)
    for nr in range(3):
        worst_energy = max(worst_energy,
                           abs(E[nr] / energy_formula(Z, l, nr) - 1))
        worst_slope = max(worst_slope,
                          abs(-slope_Z[nr] / mean1[nr] - 1),
                          abs(slope_l[nr] / ((l + 0.5)*mean2[nr]) - 1))
        worst_mean = max(worst_mean,
                         abs(mean1[nr] / inv_r_formula(Z, l, nr) - 1),
                         abs(mean2[nr] / inv_r2_formula(Z, l, nr) - 1))
assert worst_energy < 1e-8
assert worst_slope < 1e-5  # central-difference error is of order step^2
assert worst_mean < 1e-6


# Boundary term of the l-derivative, with an unnormalised eigenfunction.
def u_series(r, l, nr, Z):
    n = nr + l + 1
    return (r**(l + 1) * mp.exp(-Z*r/n)
            * mp.laguerre(nr, 2*l + 1, 2*Z*r/n))


def boundary_bracket(a, l, nr, Z):
    """u w' - u' w at r = a, where w is the l-derivative of u."""
    mixed = mp.diff(lambda r, q: mp.log(abs(u_series(r, q, nr, Z))),
                    (a, l), (1, 1))
    return u_series(a, l, nr, Z)**2 * mixed


for l, nr in ((0.0, 1), (0.3, 1), (-0.3, 0)):
    Z, a = mp.mpf(2), mp.mpf('0.4')
    l = mp.mpf(l)
    n = nr + l + 1
    integral = mp.quad(lambda r: u_series(r, l, nr, Z)**2
                       * ((l + 0.5)/r**2 - Z**2/n**3), [a, 2, 10, 60])
    bracket = boundary_bracket(a, l, nr, Z)
    assert abs(integral + bracket/2) < 1e-7 * abs(bracket)
    tiny = mp.mpf('1e-4')
    amplitude = mp.laguerre(nr, 2*l + 1, 0)
    ratio = (boundary_bracket(tiny, l, nr, Z)
             / (amplitude**2 * tiny**(2*l + 1)))
    assert abs(ratio - 1) < 2e-3  # corrections are of order Z*r

# The node count stays fixed while l runs from 1 to 2.
radii = np.linspace(0.01, 15.0, 3000)
node_counts = []
for l in (1.0, 1.25, 1.5, 1.75, 2.0):
    C = solve_radial(2.0, l)[1]
    shape = laguerre_table(2*l + 1, 2*BETA*radii, BASIS_SIZE)[0] @ C[:, 1]
    node_counts.append(int(np.sum(shape[1:] * shape[:-1] < 0)))
assert node_counts == [1] * 5

# Worked example: Z = 2, 3p state, then the whole n = 3 shell.
Z, l, nr, d = 2.0, 1.0, 1, 0.01
E, _, mean1, mean2 = solve_radial(Z, l)
E_Zm, E_Zp = (solve_radial(Z + s, l)[0][nr] for s in (-d, d))
E_lm, E_lp = (solve_radial(Z, l + s)[0][nr] for s in (-d, d))
dE_dZ = (E_Zp - E_Zm) / (2*d)
dE_dl = (E_lp - E_lm) / (2*d)
assert abs(-dE_dZ - mean1[nr]) < 1e-7
assert abs(dE_dl/(l + 0.5) - mean2[nr]) < 1e-5
assert abs(-Z*mean1[nr] - 2*E[nr]) < 1e-7

bohr_in_angstrom = physical_constants['Bohr radius'][0] * 1e10
print(f"Exact rational checks passed: {exact_states} states")
print(f"Largest relative error, energies: {worst_energy:.0e}")
print(f"Largest relative error, slope against mean: {worst_slope:.0e}")
print(f"Largest relative error, mean against formula: {worst_mean:.0e}")
print(f"Nodes at l = 1, 1.25, 1.5, 1.75, 2: {node_counts}")
print(f"Example 3p: Z = {Z:.0f}, l = {l:.0f}, nr = {nr}, step = {d}")
print(f"E(3p) = {E[nr]:.6f} hartree")
print(f"E at Z = {Z-d:.2f}: {E_Zm:.6f} hartree")
print(f"E at Z = {Z+d:.2f}: {E_Zp:.6f} hartree")
print(f"Slope dE/dZ = {dE_dZ:.5f} hartree")
print(f"E at l = {l-d:.2f}: {E_lm:.6f} hartree")
print(f"E at l = {l+d:.2f}: {E_lp:.6f} hartree")
print(f"Slope dE/dl at fixed nr = {dE_dl:.5f} hartree")
print(f"<1/r> from slope = {-dE_dZ:.5f} 1/bohr")
print(f"<1/r^2> from slope = {dE_dl/(l+0.5):.5f} 1/bohr^2")
print(f"Potential energy -Z<1/r> = {-Z*mean1[nr]:.5f} hartree")
print(f"<1/r> = {mean1[nr]/bohr_in_angstrom:.4f} 1/angstrom")
print(f"<1/r^2> = {mean2[nr]/bohr_in_angstrom**2:.4f} 1/angstrom^2")
print("Shell n = 3, Z = 2: direct mean | formula")
for l_int, name in enumerate(("3s", "3p", "3d")):
    k = 2 - l_int
    _, _, m1, m2 = solve_radial(Z, float(l_int))
    assert m2[k] > m1[k]**2
    print(f"{name} <1/r>: {m1[k]:.5f} | "
          f"{inv_r_formula(Z, l_int, k):.5f} 1/bohr")
    print(f"{name} <1/r^2>: {m2[k]:.5f} | "
          f"{inv_r2_formula(Z, l_int, k):.5f} 1/bohr^2")
    print(f"{name} <1/r>^2: {m1[k]**2:.5f} 1/bohr^2")
print("OK")
```

Running it gives:

```
Relative energy error, l = 2.5, nr = 2, 24 functions: 4e-08
Relative energy error, l = 2.5, nr = 2, 40 functions: 4e-14
Exact rational checks passed: 63 states
Largest relative error, energies: 2e-13
Largest relative error, slope against mean: 4e-06
Largest relative error, mean against formula: 2e-11
Nodes at l = 1, 1.25, 1.5, 1.75, 2: [1, 1, 1, 1, 1]
Example 3p: Z = 2, l = 1, nr = 1, step = 0.01
E(3p) = -0.222222 hartree
E at Z = 1.99: -0.220006 hartree
E at Z = 2.01: -0.224450 hartree
Slope dE/dZ = -0.22222 hartree
E at l = 0.99: -0.223711 hartree
E at l = 1.01: -0.220748 hartree
Slope dE/dl at fixed nr = 0.14815 hartree
<1/r> from slope = 0.22222 1/bohr
<1/r^2> from slope = 0.09877 1/bohr^2
Potential energy -Z<1/r> = -0.44444 hartree
<1/r> = 0.4199 1/angstrom
<1/r^2> = 0.3527 1/angstrom^2
Shell n = 3, Z = 2: direct mean | formula
3s <1/r>: 0.22222 | 0.22222 1/bohr
3s <1/r^2>: 0.29630 | 0.29630 1/bohr^2
3s <1/r>^2: 0.04938 1/bohr^2
3p <1/r>: 0.22222 | 0.22222 1/bohr
3p <1/r^2>: 0.09877 | 0.09877 1/bohr^2
3p <1/r>^2: 0.04938 1/bohr^2
3d <1/r>: 0.22222 | 0.22222 1/bohr
3d <1/r^2>: 0.05926 | 0.05926 1/bohr^2
3d <1/r>^2: 0.04938 1/bohr^2
OK
```
